# Magnetic suppression of graphene p-n junction conductance: boost and tunnelling derivations: a program that tests the result

```python
"""
Result under test: a perpendicular magnetic field B lowers the conductance of a
ballistic graphene p-n junction with uniform electric field E as
    G(B) = G(0) (1 - beta^2)^(3/4),  beta = B/Bstar,  Bstar = E/v,  beta < 1,
because each wave vector k along the junction is transmitted with probability
    T(k) = exp(-pi gamma^3 (k + beta*energy)^2),  gamma = (1 - beta^2)^(-1/2).
Scaled units: length d = sqrt(hbar v/F), energy F d, with F = e E the force.
Scaled equation: [energy - U(x) - sx p - sy (k + beta x)] psi = 0, U(x) = x,
where sx, sy are Pauli matrices and p = -i d/dx.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm


def linear(x):
    return x


def open_channels(k, beta, energy, half, potential=linear):
    """True where k propagates at both ends of the region |x| < half."""
    left = np.abs(k - beta * half) < abs(energy - potential(-half))
    right = np.abs(k + beta * half) < abs(energy - potential(half))
    return left & right


def transmission(k_all, beta, energy, half, steps, potential=linear):
    """Integrate the equation with B present, from the outgoing wave backwards.
    Outside |x| < half the potential and vector potential stay constant."""
    result = np.zeros(len(k_all))
    is_open = open_channels(k_all, beta, energy, half, potential)
    if not is_open.any():
        return result
    k = k_all[is_open]
    sin_right = (k + beta * half) / (energy - potential(half))
    sin_left = (k - beta * half) / (energy - potential(-half))
    cos_right = np.sqrt(1 - sin_right**2)
    cos_left = np.sqrt(1 - sin_left**2)
    upper = np.ones(len(k), dtype=complex)
    lower = cos_right + 1j * sin_right
    h = 2 * half / steps
    for n in range(steps):
        x = half - (n + 0.5) * h
        q = k + beta * x
        u = energy - potential(x)
        lam = np.sqrt(q**2 - u**2 + 1e-24 + 0j)
        ch = np.cosh(lam * h)
        sh = np.sinh(lam * h) / lam
        upper, lower = (ch * upper - sh * (q * upper + 1j * u * lower),
                        ch * lower - sh * (1j * u * upper - q * lower))
    incoming = (lower - (-cos_left + 1j * sin_left) * upper) / (2 * cos_left)
    result[is_open] = cos_right / (np.abs(incoming)**2 * cos_left)
    return result


def integrate(values, grid):
    return float(np.sum((values[1:] + values[:-1]) * np.diff(grid)) / 2)


# ---- Test: the boost removes B and leaves the current across unchanged
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
one = np.eye(2)
for beta in (0.35, 0.8):
    gamma = 1 / np.sqrt(1 - beta**2)
    S = expm(-np.arctanh(beta) * sy / 2)
    assert np.allclose(S @ sx @ S, sx, atol=1e-12)
    for x, p, k, en in ((0.4, 1.1, -0.6, 0.3), (-2.0, 0.2, 0.9, -1.4)):
        original = (en - x) * one - p * sx - (k + beta * x) * sy
        boosted = ((gamma * (en + beta * k) - x / gamma) * one - p * sx
                   - gamma * (k + beta * en) * sy)
        assert np.allclose(S @ original @ S, boosted, atol=1e-12)

# ---- Test: parabolic-cylinder solution gives exp(-pi k^2/F) without B
# At finite distance the reflected wave admixes about k/x, here about 1 percent.
k_test, force, far = 0.6, 1.0, 60.0
nu = mp.mpc(0, k_test**2 / (2 * force))
scale = mp.exp(1j * mp.pi / 4) * mp.sqrt(2 * force)
ratio_pcf = float(abs(mp.pcfd(nu, scale * far))**2
                  / abs(mp.pcfd(nu, -scale * far))**2)
exact_pcf = np.exp(-np.pi * k_test**2 / force)
assert abs(ratio_pcf / exact_pcf - 1) < 0.02

# ---- Test: WKB action between the turning points, with B present
for beta in (0.3, 0.6):
    k = 0.7
    a, b = -k / (1 + beta), k / (1 - beta)
    action = 2 * quad(lambda x: np.sqrt(max((k + beta * x)**2 - x**2, 0)),
                      a, b)[0]
    assert abs(action - np.pi * k**2 * (1 - beta**2)**-1.5) < 1e-5

# ---- Test: direct integration against T(k) and the 3/4 law
# Ending the fields at |x| = 25 leaves spurious reflection of order 1e-4.
k_grid = np.linspace(-3.2, 3.2, 129)
test_energy = 0.7
law_rows = []
worst_T = 0.0
for beta in (0.0, 0.3, 0.6, 0.8):
    T = transmission(k_grid, beta, test_energy, 25.0, 10000)
    T_formula = np.exp(-np.pi * (1 - beta**2)**-1.5
                       * (k_grid + beta * test_energy)**2)
    worst_T = max(worst_T, np.max(np.abs(T - T_formula)))
    law_rows.append((beta, integrate(T, k_grid), (1 - beta**2)**0.75))
assert worst_T < 1e-3
for beta, numeric, law in law_rows:
    assert abs(numeric / law - 1) < 2e-3

# ---- Test: perfect transmission at k = -beta*energy, at a fixed angle
beta = 0.6
k_perfect = np.array([-beta * test_energy])
T_perfect = transmission(k_perfect, beta, test_energy, 25.0, 10000)[0]
assert abs(T_perfect - 1) < 1e-6
for x in (-7.0, 3.0, 11.0):
    sine = (k_perfect[0] + beta * x) / (test_energy - x)
    assert abs(abs(sine) - beta) < 1e-12

# ---- Test: channels across the junction exist below Bstar, none above
wide_k = np.linspace(-100, 100, 4001)
assert open_channels(wide_k, 0.8, test_energy, 25.0).any()
assert not open_channels(wide_k, 1.2, test_energy, 25.0).any()

# ---- Worked example: short gated graphene junction, rough typical values
hbar, e, kB = const.hbar, const.e, const.k
v = 1.0e6                # m/s
drop_eV = 0.24           # total potential-energy drop
length = 80e-9           # m, field region
width = 1.0e-6           # m
B = 1.5                  # T
mobility = 5.0           # m^2/Vs
bond = 0.142e-9          # m, carbon-carbon distance

E_field = drop_eV / length
B_star = E_field / v
beta = B / B_star
gamma = 1 / np.sqrt(1 - beta**2)
d = np.sqrt(hbar * v / (e * E_field))
energy_unit = e * E_field * d
k_end = drop_eV * e / 2 / (hbar * v)
density_end = k_end**2 / np.pi
G_unit = 4 * e**2 / const.h * width / (2 * np.pi * d)
suppression = (1 - beta**2)**0.75
angle = np.arcsin(beta)
k_typical = gamma**-1.5 / (np.sqrt(np.pi) * d)
forbidden = 2 * gamma**2 * k_typical * d**2

half = length / (2 * d)
slab_k = np.linspace(-3 * half, 3 * half, 601)


def screened(x):
    """Perfect local screening of a density that is linear in x."""
    return half * np.sign(x) * np.sqrt(abs(x) / half)


def slab(beta_value, energy=0.0, potential=linear, steps=400):
    T = transmission(slab_k, beta_value, energy, half, steps, potential)
    return integrate(T, slab_k)


def thermal_slab(beta_value, temperature):
    nodes, weights = np.polynomial.legendre.leggauss(12)
    occupation = (nodes + 1) / 2
    energies = (kB * temperature / energy_unit
                * np.log(occupation / (1 - occupation)))
    return sum(w / 2 * slab(beta_value, en)
               for w, en in zip(weights, energies))


slab_0, slab_B = slab(0.0), slab(beta)
assert abs(slab(beta, steps=1600) / slab_B - 1) < 2e-3
screen_0 = slab(0.0, potential=screened)
screen_B = slab(beta, potential=screened)
thermal = {t: (thermal_slab(0.0, t), thermal_slab(beta, t)) for t in (4, 300)}

cyclotron = hbar * k_end / (e * B)
free_path = hbar * k_end * mobility / e
drift = length * np.tan(angle)
zeeman = 2 * const.physical_constants['Bohr magneton'][0] * B / e
directions = np.linspace(0, 2 * np.pi, 721)
kx = 4 * np.pi / (3 * np.sqrt(3) * bond) + k_end * np.cos(directions)
ky = k_end * np.sin(directions)
band = np.abs(np.exp(1j * ky * bond) + 2 * np.exp(-0.5j * ky * bond)
              * np.cos(np.sqrt(3) * kx * bond / 2))
warping = np.max(np.abs(band / (1.5 * bond * k_end) - 1))

print("TESTS (scaled units)")
print(f"parabolic-cylinder T, k=0.6: {ratio_pcf:.4f}; formula {exact_pcf:.4f}")
print(f"largest error of T(k), four fields: {worst_T:.1e}")
for b_value, numeric, law in law_rows:
    print(f"B/B* = {b_value:.1f}: integral of T {numeric:.4f}, law {law:.4f}")
print(f"T at the angle of perfect transmission, B/B*=0.6: {T_perfect:.6f}")
print("EXAMPLE, inputs (rough typical values)")
print(f"velocity: {v:.1e} m/s")
print(f"potential-energy drop: {drop_eV:.2f} eV")
print(f"field region: {length*1e9:.0f} nm; width: {width*1e9:.0f} nm")
print(f"magnetic field: {B:.2f} T; mobility: {mobility*1e4:.0f} cm2/Vs")
print("EXAMPLE, results of the uniform-field law")
print(f"electric field: {E_field*1e-8:.3f} MV/cm")
print(f"B*: {B_star:.2f} T; B/B*: {beta:.3f}; gamma: {gamma:.4f}")
print(f"length d: {d*1e9:.2f} nm; energy F d: {energy_unit/e*1e3:.1f} meV")
print(f"carrier density at each end: {density_end*1e-4:.2e} cm^-2")
print(f"k at each end times d: {k_end*d:.2f}")
print(f"angle of perfect transmission: {np.degrees(angle):.1f} degrees")
print(f"forbidden zone where T = 1/e: {forbidden*1e9:.1f} nm")
print(f"G(0): {G_unit*1e3:.3f} mS = {G_unit*const.h/e**2:.1f} e^2/h")
print(f"G(B)/G(0): {suppression:.4f}")
print(f"G(B): {G_unit*suppression*1e3:.3f} mS")
print("NEGLECTED EFFECTS, same example")
print(f"finite slab G(0): {G_unit*slab_0*1e3:.3f} mS")
print(f"finite slab G(B): {G_unit*slab_B*1e3:.3f} mS")
print(f"finite slab G(B)/G(0): {slab_B/slab_0:.4f}")
for t, (g0, gB) in thermal.items():
    print(f"slab at {t} K: G(0) {G_unit*g0*1e3:.3f} mS, ratio {gB/g0:.4f}")
print(f"perfect-screening slab G(0): {G_unit*screen_0*1e3:.3f} mS")
print(f"perfect-screening slab G(B)/G(0): {screen_B/screen_0:.4f}")
print(f"cyclotron radius at end density: {cyclotron*1e9:.0f} nm")
print(f"sideways drift: {drift*1e9:.0f} nm = {drift/width*100:.1f} % of width")
print(f"mean free path at end density: {free_path*1e9:.0f} nm")
print(f"field region / mean free path: {length/free_path:.3f}")
print(f"Zeeman splitting: {zeeman*1e3:.3f} meV")
print(f"largest band-energy error of the cone: {warping*100:.2f} %")
print("finished without a failed check")
```

Output:

```
TESTS (scaled units)
parabolic-cylinder T, k=0.6: 0.3237; formula 0.3227
largest error of T(k), four fields: 1.9e-05
B/B* = 0.0: integral of T 1.0000, law 1.0000
B/B* = 0.3: integral of T 0.9317, law 0.9317
B/B* = 0.6: integral of T 0.7155, law 0.7155
B/B* = 0.8: integral of T 0.4648, law 0.4648
T at the angle of perfect transmission, B/B*=0.6: 1.000000
EXAMPLE, inputs (rough typical values)
velocity: 1.0e+06 m/s
potential-energy drop: 0.24 eV
field region: 80 nm; width: 1000 nm
magnetic field: 1.50 T; mobility: 50000 cm2/Vs
EXAMPLE, results of the uniform-field law
electric field: 0.030 MV/cm
B*: 3.00 T; B/B*: 0.500; gamma: 1.1547
length d: 14.81 nm; energy F d: 44.4 meV
carrier density at each end: 1.06e+12 cm^-2
k at each end times d: 2.70
angle of perfect transmission: 30.0 degrees
forbidden zone where T = 1/e: 18.0 nm
G(0): 1.665 mS = 43.0 e^2/h
G(B)/G(0): 0.8059
G(B): 1.342 mS
NEGLECTED EFFECTS, same example
finite slab G(0): 1.678 mS
finite slab G(B): 1.341 mS
finite slab G(B)/G(0): 0.7990
slab at 4 K: G(0) 1.678 mS, ratio 0.7990
slab at 300 K: G(0) 1.596 mS, ratio 0.8004
perfect-screening slab G(0): 2.553 mS
perfect-screening slab G(B)/G(0): 0.9155
cyclotron radius at end density: 80 nm
sideways drift: 46 nm = 4.6 % of width
mean free path at end density: 600 nm
field region / mean free path: 0.133
Zeeman splitting: 0.174 meV
largest band-energy error of the cone: 0.66 %
finished without a failed check
```
